# Counterpoise-corrected binding energies, surfaces and gradients with monomer-basis deformation, part 1

(Sections cited here and not found follow in the second part.)

## I. The corrected surface and the binding energy

### A case without any interaction

Take two fragments, A and B, with one electron each, and switch off every physical interaction between them. Electron 1 feels only the Hamiltonian \(H_A\), electron 2 only \(H_B\), and the electrons are treated as distinguishable. The true binding energy is zero at every separation \(R\).

Give each fragment one normalised real basis function, \(a\) on A and \(b\) on B. Alone in its own basis, A has the energy \(\alpha_A=\langle a|H_A|a\rangle\). In a calculation on the pair, electron 1 may also use \(b\). With \(s=\langle a|b\rangle\), the part of \(b\) orthogonal to \(a\) is \(c=(b-sa)/\sqrt{1-s^2}\). Write \(t=\langle a|H_A|c\rangle\) and \(\langle c|H_A|c\rangle=\alpha_A+\Delta\), with \(\Delta>0\). The energies of electron 1 satisfy

\[
(\alpha_A-E)(\alpha_A+\Delta-E)-t^2=0 .
\]

Setting \(E=\alpha_A-\delta_A\) gives

\[
\delta_A(\delta_A+\Delta)=t^2,\qquad
\delta_A=-\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+t^2}\;\ge 0 ,
\]

where the positive root belongs to the lower energy. Fragment B is lowered by \(\delta_B\) in the same way. The pair energy is \(\alpha_A+\alpha_B-\delta_A-\delta_B\), so the fragments seem to be bound by \(\delta_A+\delta_B\). This is the basis-set superposition error: each fragment borrows the functions of the other.

The error also produces a force. If \(\Delta\) is held constant, differentiating \(\delta_A^2+\Delta\delta_A=t^2\) gives

\[
\frac{d\delta_A}{dR}=\frac{2t}{2\delta_A+\Delta}\,\frac{dt}{dR}.
\]

Where \(|t|\) decreases with distance, \(\delta_A\) decreases too, and the pair is falsely attracted. Yet \(H_A\) does not contain the position of B. The force comes from the motion of the function \(b\).

The remedy is to compute A once more with \(b\) present but with nothing else of B. This yields \(\alpha_A-\delta_A\), and comparison with \(\alpha_A\) reveals \(\delta_A\). Adding \(\delta_A+\delta_B\) to the pair energy leaves \(\alpha_A+\alpha_B\) at every \(R\). The corrected force is zero provided that \(\delta_A\) is differentiated with respect to the position of \(b\), where A has no atom.

In a real dimer the fragments interact, and the functions of B are also used by B's own electrons. The energy borrowed in the dimer cannot then be isolated as it was here. What survives is a rule of comparison: an interaction energy is a difference of energies computed with the same functions.

### Assumptions and notation

The theorem below is for restricted Hartree–Fock (RHF) theory under these assumptions.

1. The dimer AB and the fragments A and B are closed-shell systems. Each atom belongs to one fragment throughout, and each fragment keeps its number of electrons.
2. The basis functions are real, are attached to atomic centres and move rigidly with them. They are linearly independent at the geometries considered.
3. Each calculation finds the lowest RHF solution in its basis, and this solution varies smoothly with the geometry.

Let \(R\) be the positions of all atoms of the dimer. The symbol \(E_X(R;S)\) means the energy of system X, with its atoms placed as in \(R\), in the basis functions on the centres \(S\). Nuclear repulsion within X is included. In \(E_A(R;AB)\) the centres of B are ghosts: they carry functions but no charge and no electrons. By contrast, \(E_A(R;A)\) depends only on the structure of A.

Let \(\bar R_X\) be the structure that minimises the energy of the free monomer X in its own basis, and let \(\bar E_X=E_X(\bar R_X;X)\). Binding energies are negative when the dimer is bound. Sums over X run over A and B.

### Theorem

Define

\[
\delta_X(R)=E_X(R;X)-E_X(R;AB).
\]

**(a)** If the interaction energy at \(R\) is evaluated in the dimer basis and the deformation energy of each monomer in its own basis, the corrected binding energy is

\[
\Delta E_{CP}(R)=\Big[E_{AB}(R;AB)-\sum_X E_X(R;AB)\Big]
+\sum_X\Big[E_X(R;X)-\bar E_X\Big].
\tag{1}
\]

**(b)** It is measured from the constant \(\bar E_A+\bar E_B\) on the counterpoise-corrected (CP) surface

\[
E_{CP}(R)=E_{AB}(R;AB)+\delta_A(R)+\delta_B(R),
\tag{2}
\]

and \(\delta_X\ge0\).

**(c)** For every atomic centre \(k\) of the dimer,

\[
\nabla_kE_{CP}=\nabla_kE_{AB}(R;AB)+\sum_X\big[\nabla_kE_X(R;X)-\nabla_kE_X(R;AB)\big],
\tag{3}
\]

where the last term is included also when \(k\) is a ghost for X.

The binding energy of the dimer is \(\Delta E_{CP}\) at the minimum of \(E_{CP}\). Parts (a) and (b) are proved here, part (c) in the second half.

### Proof of (a) and of the formula in (b)

The uncorrected binding energy is

\[
\Delta E_0(R)=E_{AB}(R;AB)-\sum_X\bar E_X .
\]

Two things change between its terms: the structure of the monomers and the set of functions. Add and subtract \(E_X(R;X)\), the energy of the deformed monomer in its own basis:

\[
\Delta E_0(R)=\Big[E_{AB}(R;AB)-\sum_XE_X(R;X)\Big]
+\sum_X\Big[E_X(R;X)-\bar E_X\Big].
\]

The second bracket is a deformation energy. Both of its terms use the functions of X alone, so the comparison is already consistent. The first bracket is an interaction energy at fixed structure, but its terms use different bases. Replacing \(E_X(R;X)\) there by \(E_X(R;AB)\) gives equation (1).

Now collect the terms of (1) that depend on \(R\):

\[
\Delta E_{CP}(R)=E_{AB}(R;AB)
+\sum_X\big[E_X(R;X)-E_X(R;AB)\big]-\sum_X\bar E_X .
\]

The last sum is a constant. The rest is \(E_{CP}(R)\) of equation (2), so \(\Delta E_{CP}(R)=E_{CP}(R)-\bar E_A-\bar E_B\). The binding energy and the surface therefore have the same minima and the same derivatives.

The cancellation also shows what happens if the two bases are mixed in the deformation energy. Suppose that \(E_X(R;AB)-\bar E_X\) were used for it. Then

\[
E_{AB}(R;AB)-\sum_XE_X(R;AB)+\sum_X\big[E_X(R;AB)-\bar E_X\big]
=\Delta E_0(R),
\]

and the correction would be undone completely.

### Lemma 1: the sign of the correction

*For each fragment, \(\delta_X(R)\ge0\).*

*Proof.* The RHF energy is the minimum of the energy expectation value over closed-shell determinants whose orbitals lie in the span of the basis. The span of the functions of X is contained in the span of the functions of AB. Every determinant allowed in the first minimisation is therefore allowed in the second, with the same Hamiltonian and the same energy. The second minimum cannot be higher, so \(E_X(R;AB)\le E_X(R;X)\). This completes the proof of (b).

Consequently \(E_{CP}\) lies on or above the uncorrected surface at every geometry. Since \(E_{AB}(R;AB)\) is itself an upper bound to the complete-basis RHF energy of the dimer, so is \(E_{CP}\). The corrected binding energy is not bounded in this way, because the basis-set errors of the monomer energies are subtracted from that of the dimer. The proof also needs the minimum property: for methods whose energy is not a minimum over a nested set of states, such as second-order perturbation theory, the sign of \(\delta_X\) is not guaranteed by this argument.

### Lemma 2: why the deformation belongs in the monomer basis

One might evaluate both terms of the deformation energy in the dimer basis. The deformed monomer has a definite place among the ghosts, given by \(R\). The relaxed monomer has none: its internal structure is known, but its position and orientation relative to the ghosts are a matter of choice.

*If the real atoms of A are shifted together by a small vector \(\mathbf d\) while the ghosts stay fixed, the energy in the dimer basis changes by*

\[
E_A(\mathbf d)-E_A(0)=-\mathbf d\cdot\mathbf G_A+O(d^2),\qquad
\mathbf G_A=\sum_{g\in B}\nabla_gE_A(R;AB).
\tag{4}
\]

*Proof.* The energy is unchanged when real atoms and ghosts are shifted together. Moving the atoms by \(\mathbf d\) is therefore equivalent to moving all ghosts by \(-\mathbf d\). The first-order change under the latter motion is \(-\mathbf d\) times the sum of the ghost derivatives.

Two placements of the same relaxed molecule that differ by a small shift \(\mathbf d\) therefore differ in energy to first order, unless \(\mathbf d\cdot\mathbf G_A\) vanishes. In the monomer basis there are no ghosts, and the energy depends on the internal structure alone. This makes \(\bar E_X\), and with it the zero of the binding energy, well defined.

### Limiting cases

**Large separation.** Between a function on A and a remote Gaussian on B, the overlap and the matrix elements of the Fock operator of A tend to zero. The own-basis solution of A then remains stationary when the ghosts are added. It also remains the lowest one as long as transferring electrons into the remote, uncharged functions costs energy. In that case \(\delta_A\to0\), and likewise \(\delta_B\to0\). For neutral fragments the physical interaction vanishes as well, so \(E_{CP}\) tends to the sum of the monomer energies in their own bases.

**Complete monomer bases.** If the functions of X alone already reach the Hartree–Fock limit of X, no additional function lowers its energy. Then \(\delta_X=0\), and \(E_{CP}=E_{AB}\).

**Finite bases.** The correction makes the comparison consistent but adds no missing flexibility. A poor description of a monomer's dipole moment, for example, remains in the interaction energy. Electron correlation, which RHF omits, remains absent too.

### Worked example: the energies

The example is the hydrogen fluoride dimer at the RHF/6-31G level, optimised within planar structures. A is the hydrogen-bond donor and B the acceptor. At the minimum of \(E_{CP}\), the interaction energy follows from three energies in the dimer basis:

\[
-199.9786199+99.9839089+99.9847155=-0.0099955\ \text{hartree}.
\]

This is \(-9.9955\) millihartree. The deformation energies in the monomer bases are 0.0272 millihartree for the donor and 0.0030 millihartree for the acceptor. Equation (1) gives

\[
\Delta E_{CP}=-9.9955+0.0272+0.0030=-9.9653\ \text{millihartree},
\]

or \(-6.25\) kcal/mol. At its own minimum the uncorrected surface gives \(-11.9435\) millihartree, or \(-7.49\) kcal/mol. Relative to the uncorrected value, the binding is weaker by 17 per cent. These numbers belong to the small basis and are far from converged: in aug-cc-pVDZ even the uncorrected RHF binding energy, at its own minimum, is only about \(-3.9\) kcal/mol.

The superposition terms at the corrected minimum are \(\delta_A=0.511\) and \(\delta_B=1.293\) millihartree. The acceptor thus gains more from the donor's functions than the donor gains from the acceptor's. At the same geometry in the basis aug-cc-pVDZ, the sum falls from 1.80 to 0.44 millihartree. It is smaller in this larger basis, but not zero. Size alone does not decide this: cc-pVDZ, which also has more functions than 6-31G but no diffuse ones, gives 2.62 millihartree.

The ambiguity of Lemma 2 can be seen in the donor. Its bond is 0.0094 bohr longer in the complex than in the free molecule. To restore the free bond length among fixed ghosts, one may hold fluorine in place and move hydrogen, or the reverse. The two placements differ by a shift of 0.0094 bohr along the bond, and the placement with hydrogen held in place lies lower by 0.0034 millihartree. The ghost derivatives of equation (4), averaged over the two placements, predict the same change. It is small beside the binding energy, but about one eighth of the donor's deformation energy, the quantity that was to be determined.

At an F–F distance of 40 bohr, with free-monomer bond lengths and both F–H bonds pointing along the direction from the donor's to the acceptor's fluorine, \(\delta_A+\delta_B\) is zero to the rounding of the arithmetic. The remaining corrected binding energy, \(-0.026\) millihartree, is therefore a long-range interaction between the molecules within this model, not a superposition error.

## II. The corrected gradient and the corrected minimum

### What is carried over

\(E_X(R;S)\) is the RHF energy of system X at the geometry \(R\) with the functions on the centres \(S\). Centres in \(S\) outside X are ghosts, without charge or electrons. The superposition terms are \(\delta_X=E_X(R;X)-E_X(R;AB)\ge0\), and the corrected surface is

\[
E_{CP}(R)=E_{AB}(R;AB)+\delta_A(R)+\delta_B(R).
\]

The corrected binding energy is \(E_{CP}\) minus the constant \(\bar E_A+\bar E_B\), the energies of the relaxed monomers in their own bases. The vector \(\mathbf G_A\) is the sum of the derivatives of \(E_A(R;AB)\) with respect to its ghost centres. \(\mathbf G_B\) is the corresponding sum for B.

Differentiating \(E_{CP}\) is simple once each of the five energies can be differentiated. The point that needs proof is the form of the derivative when the moving centre is a ghost.

### Lemma 3: the RHF derivative

Let \(\chi_\mu\) be the basis functions and \(C_{\mu i}\) the real coefficients of the occupied orbitals \(\varphi_i\), each holding two electrons. Let \(S_{\mu\nu}\) be the overlap matrix, \(h_{\mu\nu}\) the matrix of kinetic energy plus nuclear attraction, and \(V_{nn}\) the nuclear repulsion. With \((\mu\nu|\lambda\sigma)\) the repulsion between the charge distributions \(\chi_\mu\chi_\nu\) and \(\chi_\lambda\chi_\sigma\), define

\[
D_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i},\qquad
\Gamma_{\mu\nu\lambda\sigma}=D_{\mu\nu}D_{\lambda\sigma}-\tfrac12D_{\mu\lambda}D_{\nu\sigma}.
\]

The energy is

\[
E=\sum_{\mu\nu}D_{\mu\nu}h_{\mu\nu}
+\tfrac12\sum_{\mu\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)+V_{nn}.
\]

*For a coordinate \(x\) of any centre, with a superscript \(x\) for the derivative of an integral at fixed coefficients,*

\[
\frac{dE}{dx}=\sum_{\mu\nu}D_{\mu\nu}h^x_{\mu\nu}
+\tfrac12\sum_{\mu\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^x
-\sum_{\mu\nu}W_{\mu\nu}S^x_{\mu\nu}+V^x_{nn},
\tag{5}
\]

*where \(W_{\mu\nu}=2\sum_i\varepsilon_iC_{\mu i}C_{\nu i}\) and \(\varepsilon_i\) are the orbital energies.*

*Proof.* The derivative has an explicit part, from the integrals, and a part from the change of \(D\). The two-electron energy is a symmetric quadratic form in \(D\) with the prefactor one half. Its variation therefore supplies the two-electron part of the Fock matrix \(F\) once, and the second part is

\[
\sum_{\mu\nu}F_{\mu\nu}\frac{dD_{\mu\nu}}{dx}
=4\sum_i\sum_{\mu\nu}\frac{dC_{\mu i}}{dx}F_{\mu\nu}C_{\nu i}.
\]

One factor 2 is the occupation. The other comes from the two equal terms in the derivative of \(C_{\mu i}C_{\nu i}\), since \(F\) is symmetric. The orbitals satisfy \(\sum_\nu F_{\mu\nu}C_{\nu i}=\varepsilon_i\sum_\nu S_{\mu\nu}C_{\nu i}\), so the expression equals

\[
4\sum_i\varepsilon_i\sum_{\mu\nu}\frac{dC_{\mu i}}{dx}S_{\mu\nu}C_{\nu i}.
\]

The orbitals stay normalised. Differentiating \(\sum_{\mu\nu}C_{\mu i}S_{\mu\nu}C_{\nu i}=1\) gives

\[
2\sum_{\mu\nu}\frac{dC_{\mu i}}{dx}S_{\mu\nu}C_{\nu i}
=-\sum_{\mu\nu}C_{\mu i}S^x_{\mu\nu}C_{\nu i}.
\]

Insertion yields \(-2\sum_i\varepsilon_i\sum_{\mu\nu}C_{\mu i}C_{\nu i}S^x_{\mu\nu}=-\sum_{\mu\nu} W_{\mu\nu}S^x_{\mu\nu}\). Together with the explicit part this is equation (5). No derivative of an orbital coefficient remains.

We have established the corrected binding energy and its surface, shown that the superposition terms are never negative, and derived an RHF gradient that contains no derivatives of the orbital coefficients. It remains to find the form of this gradient on a ghost centre, prove part (c) of the theorem, and compare the corrected and uncorrected minima.
